# Orbital susceptibility of a gapped honeycomb lattice from current response and flux supercells: a numerical check

```python
"""Orbital susceptibility of a gapped honeycomb lattice at half filling.

Result under test (units: hopping t = 1, bond length d = 1, e = hbar = 1):
  chi = -g * integral d2k/(2 pi)^2 of
        [w^2 |n_x|^2 + eps_y w.n_xx - (w.n_x)^2]/(4 eps)
        + eps_xx (w^2 - eps_y^2)/(8 eps^2)
with h(k) = D.sigma, eps = |D|, n = D/eps, w = dD/dky, g = 2 spins.
Subscripts x, y are k-derivatives. chi is defined by
energy per area = u0 - chi B^2 / 2. Site energies are +delta and -delta.
The formula is compared with the finite-q current response, with energies in
a cosine vector potential, and with energies in uniform-flux supercells.
"""
import numpy as np
from scipy import constants as const

SPIN = 2
ROOT3 = np.sqrt(3.0)
BONDS = np.array([[0.5, ROOT3 / 2], [-1.0, 0.0], [0.5, -ROOT3 / 2]])
LATTICE = np.array([[1.5, ROOT3 / 2], [0.0, ROOT3]])
AREA = abs(np.linalg.det(LATTICE))
RECIPROCAL = 2 * np.pi * np.linalg.inv(LATTICE).T


def k_mesh(n):
    u = np.arange(n) / n
    u1, u2 = np.meshgrid(u, u, indexing="ij")
    k = u1.ravel()[:, None] * RECIPROCAL[0] + u2.ravel()[:, None] * RECIPROCAL[1]
    return k[:, 0], k[:, 1]


def hop_sum(kx, ky, nx=0, ny=0):
    """A-B element of h(k), differentiated nx times in kx and ny in ky."""
    total = 0
    for bx, by in BONDS:
        total = total - (1j * bx)**nx * (1j * by)**ny * np.exp(1j * (kx * bx + ky * by))
    return total


def vector(f, z):
    return np.array([f.real, -f.imag, z + 0 * f.real])


def dot(a, b):
    return np.sum(a * b, axis=0)


def integrand_parts(kx, ky, delta, swap=False):
    """Four parts of the integrand; swap exchanges directions of q and A."""
    first, second, pol = ((0, 1), (0, 2), (1, 0)) if swap else ((1, 0), (2, 0), (0, 1))
    D = vector(hop_sum(kx, ky), delta)
    Dx = vector(hop_sum(kx, ky, *first), 0.0)
    Dxx = vector(hop_sum(kx, ky, *second), 0.0)
    w = vector(hop_sum(kx, ky, *pol), 0.0)
    eps = np.sqrt(dot(D, D))
    n = D / eps
    ex = dot(n, Dx)
    ey = dot(n, w)
    exx = (dot(Dx, Dx) + dot(D, Dxx) - ex**2) / eps
    n_x = (Dx - n * ex) / eps
    n_xx = (Dxx - 2 * n_x * ex - n * exx) / eps
    w2 = dot(w, w)
    return np.array([w2 * dot(n_x, n_x) / (4 * eps),
                     ey * dot(w, n_xx) / (4 * eps),
                     -dot(w, n_x)**2 / (4 * eps),
                     exx * (w2 - ey**2) / (8 * eps**2)])


def chi_parts(delta, n, swap=False):
    kx, ky = k_mesh(n)
    return -SPIN * integrand_parts(kx, ky, delta, swap).mean(axis=1) / AREA


def matrix(f, z):
    h = np.zeros(f.shape + (2, 2), complex)
    h[..., 0, 0], h[..., 1, 1] = z, -z
    h[..., 0, 1], h[..., 1, 0] = f, f.conj()
    return h


def response(q, delta, n=90):
    """Diamagnetic and paramagnetic parts of K(q), A taken at bond centres."""
    kx, ky = k_mesh(n)
    e0, s0 = np.linalg.eigh(matrix(hop_sum(kx, ky), delta))
    ep, sp = np.linalg.eigh(matrix(hop_sum(kx + q / 2, ky), delta))
    em, sm = np.linalg.eigh(matrix(hop_sum(kx - q / 2, ky), delta))
    velocity = matrix(hop_sum(kx, ky, 0, 1), 0.0)
    curvature = matrix(hop_sum(kx, ky, 0, 2), 0.0)
    low = s0[:, :, 0]
    dia = np.einsum("ki,kij,kj->k", low.conj(), curvature, low).real.mean()
    m = np.einsum("ki,kij,kj->k", sp[:, :, 1].conj(), velocity, sm[:, :, 0])
    para = -2 * np.mean(abs(m)**2 / (ep[:, 1] - em[:, 0]))
    return SPIN * dia, SPIN * para


def supercell(phase1, phase3, delta, n1, n2, width2):
    """Energy per primitive cell, its spread over k, and the smallest gap.

    The row of cells has Peierls phases phase1, phase3 on two bond types.
    """
    size = len(phase1)
    m = np.arange(size)
    energies, gaps = [], []
    for k1 in 2 * np.pi * np.arange(n1) / n1:
        for k2 in width2 * np.arange(n2) / n2:
            hop = np.zeros((size, size), complex)
            hop[m, m] = -(np.exp(1j * phase1) + np.exp(1j * (phase3 - k2)))
            hop[m, m - 1] += -np.where(m == 0, np.exp(-1j * k1), 1.0)
            h = np.zeros((2 * size, 2 * size), complex)
            h[m, m], h[size + m, size + m] = delta, -delta
            h[:size, size:], h[size:, :size] = hop, hop.conj().T
            levels = np.linalg.eigvalsh(h)
            energies.append(SPIN * levels[:size].sum() / size)
            gaps.append(levels[size] - levels[size - 1])
    return np.mean(energies), np.ptp(energies), min(gaps)


# Model parameters of the example
t_eV, delta_eV, bond_nm = 3.0, 1.5, 0.15
delta = delta_eV / t_eV
print(f"hopping t = {t_eV:.2f} eV, delta = {delta_eV:.2f} eV, d = {bond_nm:.3f} nm")
print(f"delta/t = {delta:.3f}, cell area = {AREA:.5f} d^2")
print("chi below is in units of e^2 t d^2/hbar^2, energies in t, q in 1/d")

# Closed form
parts = chi_parts(delta, 120)
chi = parts.sum()
assert abs(chi - chi_parts(delta, 90).sum()) < 1e-9
assert abs(chi - chi_parts(delta, 120, swap=True).sum()) < 1e-8
names = ["w^2 |n_x|^2", "eps_y w.n_xx", "-(w.n_x)^2", "eps_xx"]
for name, value in zip(names, parts):
    print(f"chi part from {name} term = {value:.6f}")
print(f"chi, closed form = {chi:.6f}")

# Integrand at the zone corner, where the hopping sum vanishes
corner = np.array([0.0, 4 * np.pi / (3 * ROOT3)])
assert abs(hop_sum(*corner)) < 1e-12
at_corner = integrand_parts(corner[0], corner[1], delta).sum()
assert abs(at_corner - 3 * 1.5**4 / (8 * delta**3)) < 1e-9
print(f"integrand at zone corner = {at_corner:.4f} t d^4")

# Current response at finite q and its second derivative
dia, para = response(0.0, delta)
assert abs(dia + para) < 1e-10
print(f"K(0): diamagnetic = {dia:.6f}, paramagnetic = {para:.6f} t d^2")
estimates = []
for q in (0.04, 0.02):
    K = sum(response(q, delta))
    estimates.append(-K / (q**2 * AREA))
    print(f"q = {q:.2f}: K = {K:.6e} t d^2, -K/(q^2 area) = {estimates[-1]:.6f}")
chi_response = (4 * estimates[1] - estimates[0]) / 3
assert abs(chi_response / chi - 1) < 1e-5
print(f"chi from second q-derivative = {chi_response:.6f}")

# Energies in a cosine vector potential, phases from exact line integrals
cells = 6
q = 2 * np.pi / (1.5 * cells)
x_a = 1.5 * np.arange(cells)
line = (ROOT3 / 2) * (np.sin(q * (x_a + 0.5)) - np.sin(q * x_a)) / (0.5 * q)
e_zero = supercell(0 * line, 0 * line, delta, 8, 48, 2 * np.pi)[0]
curv = []
for amp in (0.02, 0.01):
    e_amp = supercell(amp * line, -amp * line, delta, 8, 48, 2 * np.pi)[0]
    curv.append(4 * (e_amp - e_zero) / amp**2)
K_energy = (4 * curv[1] - curv[0]) / 3
K_centre = sum(response(q, delta))
bond_factor = (np.sin(q / 4) / (q / 4))**2
assert abs(K_energy / (K_centre * bond_factor) - 1) < 1e-5
print(f"cosine field, q = {q:.5f}: K from energies = {K_energy:.6f} t d^2")
print(f"same q: K bond-centre = {K_centre:.6f} t d^2, bond factor = {bond_factor:.6f}")

# Uniform flux: one flux quantum in a row of L cells
kx, ky = k_mesh(120)
e_band = -SPIN * np.sqrt(delta**2 + abs(hop_sum(kx, ky))**2).mean()
assert abs(e_band - e_zero) < 1e-9
print(f"zero-field energy per cell = {e_band:.8f} t")
d_metre = bond_nm * 1e-9
flux_chi = {}
for size in (24, 48, 72, 96, 144):
    phase = -2 * np.pi * np.arange(size) / size
    e_flux, spread, gap = supercell(0 * phase, phase, delta, 2, 2, 2 * np.pi / size)
    assert gap > 2 * delta - 1e-9
    if size >= 72:
        assert spread < 1e-9
    rise = e_flux - e_band
    flux_chi[size] = -2 * rise * AREA * size**2 / (2 * np.pi)**2
    field = const.h / (const.e * AREA * d_metre**2 * size)
    print(f"L = {size}: B = {field:.1f} T, dE = {rise:.6e} t, chi = {flux_chi[size]:.6f}")
print(f"smallest gap at L = {size}: {gap:.6f} t")
sizes = np.array([72, 96, 144])
x = (100.0 / sizes)**2
chi_flux = np.polyfit(x, [flux_chi[s] for s in sizes], 2)[-1]
assert abs(chi_flux / chi - 1) < 1e-4
print(f"chi extrapolated to zero flux (L = 72, 96, 144) = {chi_flux:.6f}")
print(f"relative difference from closed form = {chi_flux / chi - 1:.1e}")

# Small-gap limit: two Dirac valleys with hbar v = 3/2
dirac = -SPIN * 1.5**2 / (6 * np.pi)
small = {g: g * chi_parts(g, 720).sum() for g in (0.04, 0.02)}
limit = 2 * small[0.02] - small[0.04]
assert abs(limit / dirac - 1) < 0.01
for g, value in small.items():
    print(f"delta/t = {g:.2f}: chi*delta/t = {value:.5f}")
print(f"chi*delta/t: extrapolated = {limit:.5f}, Dirac formula = {dirac:.5f}")
print(f"Dirac estimate of chi for the example = {dirac / delta:.6f}")

# Large-gap limit: six-step loops around one hexagon give the leading term,
# eight-step loops the relative correction -10 (t/delta)^2
loops = -3 / 8 * SPIN * AREA
large = {g: chi_parts(g, 60).sum() * g**5 for g in (40.0, 80.0)}
for g, value in large.items():
    print(f"delta/t = {g:.0f}: chi*(delta/t)^5 = {value:.5f}")
large_limit = (4 * large[80.0] - large[40.0]) / 3
correction = (large[80.0] / loops - 1) * 80.0**2
print(f"chi*(delta/t)^5: extrapolated = {large_limit:.5f}, loop formula = {loops:.5f}")
print(f"coefficient of (t/delta)^2 correction, from delta/t = 80: {correction:.3f}")
assert abs(large_limit / loops - 1) < 1e-4
assert abs(correction + 10) < 0.05

# Conversion of the main result
unit = const.e**2 * (t_eV * const.e) * d_metre**2 / const.hbar**2
print(f"unit e^2 t d^2/hbar^2 = {unit:.5e} A/T")
print(f"chi = {chi * unit:.4e} A/T")
print("success")
```

Printed output:

```
hopping t = 3.00 eV, delta = 1.50 eV, d = 0.150 nm
delta/t = 0.500, cell area = 2.59808 d^2
chi below is in units of e^2 t d^2/hbar^2, energies in t, q in 1/d
chi part from w^2 |n_x|^2 term = -0.345796
chi part from eps_y w.n_xx term = 0.075879
chi part from -(w.n_x)^2 term = 0.057768
chi part from eps_xx term = -0.093182
chi, closed form = -0.305332
integrand at zone corner = 15.1875 t d^4
K(0): diamagnetic = 1.491902, paramagnetic = -1.491902 t d^2
q = 0.04: K = 1.266574e-03 t d^2, -K/(q^2 area) = -0.304690
q = 0.02: K = 3.171431e-04 t d^2, -K/(q^2 area) = -0.305171
chi from second q-derivative = -0.305331
cosine field, q = 0.69813: K from energies = 0.241511 t d^2
same q: K bond-centre = 0.243978 t d^2, bond factor = 0.989887
zero-field energy per cell = -3.34324737 t
L = 24: B = 2947.8 T, dE = 3.805018e-03 t, chi = -0.288470
L = 48: B = 1473.9 T, dE = 9.894794e-04 t, chi = -0.300062
L = 72: B = 982.6 T, dE = 4.438293e-04 t, chi = -0.302833
L = 96: B = 737.0 T, dE = 2.505236e-04 t, chi = -0.303888
L = 144: B = 491.3 T, dE = 1.116327e-04 t, chi = -0.304676
smallest gap at L = 144: 1.000000 t
chi extrapolated to zero flux (L = 72, 96, 144) = -0.305328
relative difference from closed form = -1.3e-05
delta/t = 0.04: chi*delta/t = -0.23160
delta/t = 0.02: chi*delta/t = -0.23517
chi*delta/t: extrapolated = -0.23874, Dirac formula = -0.23873
Dirac estimate of chi for the example = -0.477465
delta/t = 40: chi*(delta/t)^5 = -1.93644
delta/t = 80: chi*(delta/t)^5 = -1.94552
chi*(delta/t)^5: extrapolated = -1.94854, loop formula = -1.94856
coefficient of (t/delta)^2 correction, from delta/t = 80: -9.986
unit e^2 t d^2/hbar^2 = 2.49622e-08 A/T
chi = -7.6217e-09 A/T
success
```
